# Equilibrium a-domain fraction and stress in a dense c/a/c/a film, part 2

A ferroelectric film with a cubic parent phase lies on a thick substrate, its free surface normal to $x_3$. The substrate fixes the mean strain along $x_1$ and $x_2$ at the misfit $m$, measured from the stress-free cubic parent, with no mean in-plane shear. Domains a, b and c are polarized along $x_1$, $x_2$ and $x_3$. The film contains a volume fraction $\phi$ of a domains and the rest c; b is excluded at first. The pattern is dense (period much smaller than thickness), with wall normal $(1,0,1)/\sqrt2$. Wall energy is neglected and the mean electric field is zero unless stated.

Units are SI and tension is positive. Strains $S_i$ and stresses $\sigma_i$ use the order 11, 22, 33, 23, 13, 12. The energy density is

$$f(\mathbf P,S)=g(\mathbf P)+\tfrac12\,\varepsilon_i c_{ij}\varepsilon_j,\qquad \varepsilon_i=S_i-S_i^0(\mathbf P),$$

$$g=a_1\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}\left(P_1^2P_2^2+P_2^2P_3^2+P_1^2P_3^2\right),$$

with $a_1<0$, $a_{11}>0$, $a_{12}>2a_{11}$, stiffness $c_{ij}$ and compliances $s_{11},s_{12},s_{44}$. The spontaneous strain is

$$S_1^0=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\qquad S_6^0=Q_{44}P_1P_2,$$

and permutations, with $Q_{12}<0$ and $\Delta Q=Q_{11}-Q_{12}>0$.

For equal polarization magnitudes $P$, Hooke's law with $\sigma_3=0$ is

$$s_{11}\sigma_1+s_{12}\sigma_2=e_1,\qquad s_{12}\sigma_1+s_{11}\sigma_2=e_2,$$

$$e_1=m-(Q_{12}+\phi\,\Delta Q)P^2,\qquad e_2=m-Q_{12}P^2 .$$

The film's energy density $F$ is strictly convex in $x=P^2$ and $y=\phi P^2$, and $\partial F/\partial\phi=-\sigma_1\Delta Q\,P^2$. An interior minimum, $0<\phi<1$, has $a_1+2a_{11}P^2-Q_{12}\sigma_2=0$ and

$$\sigma_1=0,\quad \sigma_2=\frac{m-Q_{12}P^2}{s_{11}},\quad
\phi=\frac{(s_{11}-s_{12})(m-Q_{12}P^2)}{s_{11}\Delta Q\,P^2},$$

$$P^2=\frac{-a_1+Q_{12}m/s_{11}}{2a_{11}+Q_{12}^2/s_{11}} .$$

The misfit window for these formulas runs from $\phi=0$ to $\phi=1$, with ends

$$P_0^2=-\frac{a_1}{2a_{11}},\qquad m_{\rm low}=Q_{12}P_0^2 ,$$

$$P_u^2=\frac{-a_1}{2a_{11}-Q_{12}\Delta Q/(s_{11}-s_{12})},\qquad
m_{\rm high}=\left(Q_{12}+\frac{s_{11}\Delta Q}{s_{11}-s_{12}}\right)P_u^2 .$$

Reflection exchanging $x_1$ and $x_3$ turns a into c, so without stress or field their energies are equal.

### Outside the window

Outside this interval one variant disappears and $\sigma_1$ is no longer removed. Let $q=(Q_{12},Q_{12})$ for a single c domain and $q=(Q_{11},Q_{12})$ for a single a domain. Minimizing the energy over $P$ gives $a_1+2a_{11}P^2-q_1\sigma_1-q_2\sigma_2=0$, hence

$$P^2=P_0^2+\frac{q_1\sigma_1+q_2\sigma_2}{2a_{11}} .$$

Substitution into Hooke's law leaves two linear equations for the stresses:

$$\left(s_{11}+\frac{q_1^2}{2a_{11}}\right)\sigma_1+\left(s_{12}+\frac{q_1q_2}{2a_{11}}\right)\sigma_2=m-q_1P_0^2,$$

$$\left(s_{12}+\frac{q_1q_2}{2a_{11}}\right)\sigma_1+\left(s_{11}+\frac{q_2^2}{2a_{11}}\right)\sigma_2=m-q_2P_0^2 .$$

For the c film the two stresses are equal, and adding the coefficients in one row gives

$$\sigma_1=\sigma_2=\frac{m-m_{\rm low}}{s_{11}+s_{12}+Q_{12}^2/a_{11}} .$$

Below $m_{\rm low}$ this is compressive. Then $\partial F/\partial y=-\Delta Q\,\sigma_1>0$, so adding a domains costs energy. Convexity makes the single c domain the minimum among the equal-polarization states.

For the a film, $\sigma_1$ is linear in $m$ and vanishes at $m_{\rm high}$. Solving the two equations for the slope gives

$$\frac{d\sigma_1}{dm}=\frac{s_{11}-s_{12}-Q_{12}\Delta Q/(2a_{11})}{D}>0,$$

where $D>0$ is the determinant of the coefficients. Above $m_{\rm high}$ the stress is therefore tensile. The film would gain from still more a material, but none is left to convert.

An implementation should first compare $m$ with $m_{\rm low}$ and $m_{\rm high}$. Between them the interior formulas apply. For $m\le m_{\rm low}$ use the c equations, and for $m\ge m_{\rm high}$ the a equations, as long as they give $P^2>0$. The sign of the interior $\phi$ is not a safe test, because at large tensile misfit the interior $P^2$ turns negative and makes $\phi$ negative too. Clipping $\phi$ while keeping the interior $P$ and $\sigma_1=0$ would violate the misfit condition.

### Unequal polarizations cannot lower the energy

The interior result is also a minimum over a much wider class: all microstructures with $P_2=0$, including nonuniform ones and ones with unequal polarizations. Let $\tau$ be any constant. At fixed $\mathbf P$, minimize $f-\tau S_2$ over strain. The minimizing stress has the single component $\sigma_2=\tau$, so the elastic energy is $\tfrac12s_{11}\tau^2$ and the elastic strain along $x_2$ is $s_{11}\tau$. Therefore

$$f-\tau S_2\ge g(\mathbf P)-\tfrac12s_{11}\tau^2-\tau Q_{12}(P_1^2+P_3^2).$$

Average over the film and use $\langle S_2\rangle=m$. Electrostatic energy at zero mean field and wall energy are not negative, so leaving them out preserves the inequality:

$$\langle f\rangle\ge\tau m-\tfrac12s_{11}\tau^2+\min_{P_1,P_3}\left[g-\tau Q_{12}(P_1^2+P_3^2)\right].$$

Choose $\tau$ equal to the equilibrium $\sigma_2$. With $R=P_1^2+P_3^2$ and $\alpha=a_1-Q_{12}\sigma_2$, the bracket is

$$\alpha R+a_{11}R^2+(a_{12}-2a_{11})P_1^2P_3^2 .$$

Since $a_{12}>2a_{11}$, its minimum has $P_1=0$ or $P_3=0$, with $R=-\alpha/(2a_{11})$. This is the equilibrium $P^2$, because the stationarity condition reads $\alpha+2a_{11}P^2=0$. The bound becomes

$$a_1P^2+a_{11}P^4+\sigma_2(m-Q_{12}P^2)-\tfrac12s_{11}\sigma_2^2 .$$

Because $m-Q_{12}P^2=s_{11}\sigma_2$, the last two terms add to $\tfrac12s_{11}\sigma_2^2$. The bound equals the energy of the c/a film, which therefore cannot be improved while $P_2=0$.

### A mean electric field restores some stress

A field $E_3$ along $x_3$ favours c domains and breaks the exchange symmetry. To find its first-order effect, consider a laminate with strain jump $D_{ij}$, so that $S_a=\bar S+(1-\phi)D$ and $S_c=\bar S-\phi D$. Include the work term $-E_3\langle P_3\rangle$. Differentiate the total energy with respect to $\phi$ at fixed $\bar S$, $D$ and polarizations. Both domain strains then change at the rate $-D$, and

$$0=f_a-f_c-\langle\sigma_{ij}\rangle D_{ij}-E_3(P_{a3}-P_{c3})+O(E_3^2).$$

The remainder comes from wall charge, which is linear in the field and has quadratic energy.

At zero field $f_a=f_c$ and $\partial f/\partial\mathbf P=0$. To first order, $f_a-f_c$ can change only through $\sigma_2$ times the change in $D_{22}$. This is zero because the wall normal has no $x_2$ component. For the same reason $\sigma_2$ does not contribute to the stress term. The mean $\sigma_3$ is zero, so the stress term reduces to $\sigma_1\Delta Q\,P^2$. With $P_{a3}-P_{c3}=-P$ at leading order,

$$-\sigma_1\Delta Q\,P^2+E_3P=0,\qquad \langle\sigma_1\rangle\simeq\frac{E_3}{\Delta Q\,P} .$$

The field converts some a material into c, which is shorter along $x_1$, and the film is left in tension.

### Worked example

The round model parameters are

- $a_1=-1.00\times10^8$ J m/C$^2$, $a_{11}=4.00\times10^8$ and $a_{12}=3.00\times10^9$ J m$^5$/C$^4$;
- $Q_{11}=0.100$, $Q_{12}=-0.030$ and $Q_{44}=0.060$ m$^4$/C$^2$;
- $s_{11}=8.00\times10^{-12}$, $s_{12}=-2.50\times10^{-12}$ and $s_{44}=1.00\times10^{-11}$ Pa$^{-1}$.

The misfit is 0.050 %, entered as $5.0\times10^{-4}$. In SI units,

$$P^2=\frac{1.00\times10^8-1.875\times10^6}{8.00\times10^8+1.125\times10^8}=0.1075,$$

so $P=0.328$ C/m$^2$. The elastic strain along $x_2$ is $5.0\times10^{-4}+0.030\times0.10753=3.726\times10^{-3}$. Hence

$$\sigma_2=\frac{3.726\times10^{-3}}{8.00\times10^{-12}}\ \text{Pa}=466\ \text{MPa},$$

$$\phi=\frac{(1.05\times10^{-11})(3.726\times10^{-3})}{(8.00\times10^{-12})(0.130)(0.10753)}=0.350 .$$

The energy density, in MJ/m$^3$, is $-10.753+4.625+0.868=-5.260$; the terms are the quadratic Landau, quartic Landau and elastic energies.

If $P$ is held at this value and the fraction is forced to 0.20, $\sigma_1$ becomes $+290$ MPa and the energy rises to $-4.956$ MJ/m$^3$. At fraction 0.50, $\sigma_1$ is $-291$ MPa and the energy is $-4.955$ MJ/m$^3$. The two signs show the shortage and the excess of length along $x_1$.

The window runs from $-0.375$ % to $0.589$ % misfit. At its ends $P$ is 0.354 and 0.292 C/m$^2$.

### Relaxation without the simplifying assumptions

For an independent test, the energy of a two-domain laminate with the same wall orientation was minimized numerically. The fraction, all three polarization components in each domain, the strain jump and the free mean strains were independent variables, and wall charge carried its electrostatic energy. Neither equal polarizations nor uniform stress was imposed. At 0.050 % misfit the relaxed fraction was 0.350, both polarizations were 0.328 C/m$^2$, and $\sigma_1$ vanished in each domain to the four decimals printed in MPa.

The same calculation at other misfits gave fractions of 0.131 at $-0.200$ %, 0.303 at zero, 0.502 at 0.200 % and 0.736 at 0.400 %. Over this range $\sigma_2$ rose from 192 to 849 MPa, while $\sigma_1$ remained zero to three decimals in MPa.

Outside the window the fraction was held while the other variables relaxed. At $-0.550$ % misfit and fraction 0.02, $\sigma_1$ was $-266$ MPa, and raising the fraction to 0.04 increased the energy. At 0.750 % and fraction 0.98, $\sigma_1$ was $+183$ MPa, and lowering the fraction to 0.96 increased the energy. Both signs agree with the argument above.

With the misfit back at 0.050 % and a mean field of $1.0\times10^5$ V/m, the fraction fell from 0.3498 to 0.3486. The relaxed stress was 2.344 MPa, against 2.346 MPa from the first-order formula, a difference of about 0.1 % of the latter. This field is weak for a thin film, and the error grows with the field: at $1\times10^7$ V/m the fraction is 0.24 and the first-order formula overestimates the stress by about 6 %, and at $3\times10^7$ V/m the fraction is 0.07 and the overestimate is about 10 %.

### What the excluded variant can do

At 0.050 % misfit, a single c film has energy $-3.92$ MJ/m$^3$ and a single a film $-2.71$ MJ/m$^3$, each with its own optimized $P$. A film with equal amounts of a and b domains, also optimized, has $-4.50$ MJ/m$^3$. The c/a film is lowest of these four at this misfit, but this is not a complete phase diagram. The order changes with misfit: above about 0.11 % the a/b film lies below the c/a film, with $-5.59$ against $-4.44$ MJ/m$^3$ at 0.200 %.

The remaining tension favours the b variant, whose long axis lies along $x_2$. At fixed stress, the optimized potential of b lies below that of c by 8.80 MJ/m$^3$. This is a driving force per unit of converted volume, before wall energy and elastic misfit around a nucleus are counted. With all three variants allowed and wall energy neglected, the c/a film is in fact not the ground state. Let fine c/a and c/b laminates with the same c fraction alternate in equal bands whose walls have normal $(1,1,0)/\sqrt2$. The bands are much wider than the period of the fine laminates but much narrower than the film thickness, so that the substrate fixes only the strain averaged over both kinds of band. With b polarized along $+x_2$, both the mean spontaneous strains and the mean polarizations of the two laminates fit together at these walls. If a and b each fill the fraction $(m-Q_{12}P_0^2)/(\Delta Q\,P_0^2)=0.26$ of the film, where $P_0^2=-a_1/(2a_{11})$, the mean spontaneous strain equals the misfit along both axes and all stresses vanish. The energy is then $a_1P_0^2+a_{11}P_0^4=-6.25$ MJ/m$^3$, below the $-5.26$ MJ/m$^3$ of the c/a film. The same construction reaches this energy whenever that fraction lies between 0 and $1/2$, that is from $-0.375$ % to about 0.44 % misfit, and above that the a/b film is lower than the c/a film. For these parameters the c/a film is thus at best metastable everywhere inside its window, and its formulas describe a film in which b domains have not formed.

It can still resist a small polarization along $x_2$. Reflection in $x_2$ separates this perturbation from changes in $P_1$, $P_3$, the fraction and the normal strains at second order. The accompanying shear adds elastic energy that is not negative. A sufficient condition for local stability is thus

$$a_1+a_{12}P^2-Q_{11}\sigma_2>0 .$$

Here the left side is $1.76\times10^8$ J m/C$^2$. The result concerns small perturbations of the dense laminate and does not exclude nucleation of b domains.

### Use for real films

Patterns of c and a domains occur in films of tetragonal lead titanate and lead zirconate titanate, but the example is not a model of either material. When the misfit is equal along both in-plane axes, both in-plane variants commonly form. The formulas then apply only to regions that contain c and a domains alone and are much wider than the film thickness. The polarization used here is roughly half that of bulk lead titanate, and the stress-free strain difference $\Delta Q\,P_0^2$, about 1.6 %, is well below its tetragonal distortion of roughly 6 %. Lead titanate also needs a higher-order Landau polynomial, so these numbers should not be transferred to it. Real films often relax part of their misfit through dislocations, and $m$ must then be the effective misfit that remains. In this model, moving the effective misfit from 0.050 % to 0.200 % changes the fraction from 0.35 to 0.50 and $\sigma_2$ from 466 to 630 MPa, with $\sigma_1$ still zero, provided b domains do not form; at 0.200 % even the simple a/b film has lower energy. Films whose domain period is comparable to their thickness, or whose walls are pinned, violate the dense-pattern or free-conversion assumption. The size of the period correction is not calculated here; for pinned walls, the forced fractions above show that an error of 0.15 in $\phi$ leaves a stress of about 290 MPa in magnitude along $x_1$ in this example if $P$ keeps its equilibrium value. If the polarizations relax at the pinned fraction, the mean stress falls to about $+246$ MPa at $\phi=0.20$ and $-215$ MPa at $\phi=0.50$, and it then differs between the a and c domains by 50 to 60 MPa. The full set of computed values is in the numerical output below.

## Computed results

```
MODEL INPUTS
a1 = -1.00e+08 J m/C^2
a11 = 4.00e+08, a12 = 3.00e+09 J m^5/C^4
Q11 = 0.100, Q12 = -0.030, Q44 = 0.060 m^4/C^2
s11 = 8.00e-12, s12 = -2.50e-12, s44 = 1.00e-11 1/Pa
misfit strain = 0.050 %
EQUILIBRIUM, CLOSED FORM
P^2 = 0.10753 C^2/m^4, P = 0.32792 C/m^2
a-domain fraction = 0.34983
sigma_2 = 465.75 MPa
energy density = -5.2603 MJ/m^3
EQUILIBRIUM, RELAXED LAMINATE
fraction = 0.34983
P in a = 0.32792, P in c = 0.32792 C/m^2
|sigma_1|: a 0.0000, c 0.0000, mean 0.0000 MPa
mean sigma_2 = 465.75 MPa
FRACTION HELD AT OTHER VALUES, SAME P
fraction 0.2000: sigma_1 = 290.15 MPa, energy = -4.9564 MJ/m^3
fraction 0.3498: sigma_1 = 0.00 MPa, energy = -5.2603 MJ/m^3
fraction 0.5000: sigma_1 = -290.81 MPa, energy = -4.9550 MJ/m^3
energy curvature in fraction = 27.072 MJ/m^3
COEXISTENCE WINDOW
fraction 0 at misfit -0.3750 %, P = 0.35355 C/m^2
fraction 1 at misfit 0.5894 %, P = 0.29217 C/m^2
RELAXED LAMINATE VERSUS MISFIT
misfit -0.200 %: fraction 0.1315, P 0.3432 C/m^2, |sigma_1| 0.000, sigma_2 191.8 MPa
misfit 0.000 %: fraction 0.3029, P 0.3310 C/m^2, |sigma_1| 0.000, sigma_2 411.0 MPa
misfit 0.050 %: fraction 0.3498, P 0.3279 C/m^2, |sigma_1| 0.000, sigma_2 465.8 MPa
misfit 0.200 %: fraction 0.5021, P 0.3184 C/m^2, |sigma_1| 0.000, sigma_2 630.1 MPa
misfit 0.400 %: fraction 0.7364, P 0.3052 C/m^2, |sigma_1| 0.000, sigma_2 849.3 MPa
OUTSIDE THE WINDOW, FRACTION HELD
misfit -0.550 %, fraction 0.02: sigma_1 = -266.3 MPa
misfit 0.750 %, fraction 0.98: sigma_1 = 183.5 MPa
MEAN FIELD ALONG x3
field = 1.0e+05 V/m, fraction = 0.34856
sigma_1: laminate 2.3439, first order 2.3458 MPa
COMPETING STATES AT THE EXAMPLE MISFIT
lower bound for P2 = 0: -5.2603 MJ/m^3
single c: -3.9194 MJ/m^3
single a: -2.7136 MJ/m^3
equal a1/a2: -4.4964 MJ/m^3
coefficient resisting small P2 = 1.760e+08 J m/C^2
b minus c potential at fixed stress = -8.8023 MJ/m^3
```
